A Flat Reactive-Gas Pressure Can Mean Nearly Complete Gas Uptake

Someone working out the nitrogen content of a sputtered film raises the nitrogen flow from 1 to 2 sccm, and the pressure gauge hardly moves. Should the added 1 sccm be entered in the film's nitrogen budget or left out? The film composition, and the distance left before the target poisons, both hang on the answer.

The belief examined here is that the added gas should be left out: if the pressure is nearly unchanged, little gas is being consumed. It has a reasonable root. The rate at which gas strikes a surface is proportional to its pressure, so a small change in pressure seems to allow only a small change in reaction. Consumption also suggests a falling pressure, as when a closed vessel is emptied, and no fall is seen.

A sputtering chamber is not closed, however. Gas enters continuously, and what does not react must leave through the pump. A pump of fixed speed removes more gas only if the pressure at its inlet rises. If the pressure does not rise, the pump is not removing the extra gas.

**The balance that decides the question**

Let Q be the reactive-gas flow in molecules per second, p its partial pressure at the pump, T the gas temperature, V the chamber volume and U the number of molecules bound by surfaces per second. The pumping speed S is the volume of gas removed per second. Since an ideal gas holds p/(kT) molecules per unit volume, the pump removes Sp/(kT) molecules per second. Conservation of molecules in a well-mixed chamber gives

(V/kT) dp/dt = Q − U − Sp/(kT).

In a steady state the left side is zero, so

Q = U + Sp/(kT).

Write this for two steady states with the same S and T, and subtract:

ΔQ = ΔU + SΔp/(kT).

Dividing by ΔQ gives the share of the added flow that is absorbed:

a = ΔU/ΔQ = 1 − SΔp/(kTΔQ).

This result needs no model of the surface. It also supplies the scale against which a pressure change must be judged. With no change in uptake, the rise would be

Δp₀ = kTΔQ/S,

and therefore a = 1 − Δp/Δp₀. "Nearly unchanged" must mean small compared with Δp₀. When it does, a is close to one, which is the opposite of the belief.

Take nitrogen at 300 K and S = 100 L/s = 0.1 m³/s. One sccm, referred to 0 °C and 1 atm, is 4.478×10¹⁷ molecules/s. Then

Δp₀ = (1.381×10⁻²³ × 300 × 4.478×10¹⁷)/0.1 = 0.0185 Pa = 0.139 mTorr.

In the example developed below, the calculated rise with the discharge on is 0.00302 mTorr. Hence

a = 1 − 0.00302/0.1391 = 0.978.

About 98 % of the added nitrogen is bound, and about 2 % leaves through the pump. Against 3.0 mTorr of argon, the total pressure has risen by 0.10 %.

**How a small pressure can feed a large uptake**

The balance says where the gas goes, but the original worry remains: how can so low a pressure supply so much reaction? The answer lies in the large area of fresh metal.

Let n = p/(kT) be the number density and m the molecular mass. The gas striking unit area comes from molecules with positive velocity v towards the surface. Averaging over the Maxwell distribution of that velocity component,

F = n √(m/(2πkT)) ∫₀^∞ v exp(−mv²/(2kT)) dv.

The integral equals kT/m, so

F = n √(kT/(2πm)) = p/√(2πmkT).

The factor multiplying n is a speed, 119.1 m/s for nitrogen at 300 K. Each square metre of perfectly absorbing surface would thus clear 119.1 m³ of gas per second.

Let a molecule stick to bare metal with probability α, and not at all to compound. Let the sputtered target have area A_t, and let A_w be the area of all surfaces that collect the deposit, substrate included. At very low flow both are almost bare, and

U ≈ αF(A_t + A_w) = S_g p/(kT),

S_g = α(A_t + A_w) √(kT/(2πm)).

The metal acts as a second pump, of speed S_g. With α = 0.3, A_t = 100 cm² and A_w = 2000 cm²,

S_g = 0.3 × 0.21 m² × 119.1 m/s = 7.50 m³/s = 7500 L/s.

The vacuum pump has 100 L/s. Two pumps at the same pressure share the gas in proportion to their speeds, so the vacuum pump's share is

S/(S + S_g) = 100/7602 = 1.3 %.

The growing film is by far the larger pump. This also shows a condition on the claim: if S were as large as S_g, half the gas would leave unreacted even at low flow.

**Why the metal stays fresh**

A metal surface that merely collected gas would fill up. Here sputtering keeps supplying new metal, which buries the nitrogen already bound. To follow this beyond the low-flow limit, use a mean-field model with uniform coverages. The compound has one nitrogen atom per metal atom, so a bound N₂ molecule converts two metal sites.

Let θ_t and θ_w be the compound-covered fractions of target and walls. If I is the ion current, taken equal to the discharge current, I/e ions strike the target per second. Each ejects Y_m metal atoms from bare metal or Y_c compound units from compound. The sputtered rates are

R_m = (I/e) Y_m (1 − θ_t),  R_c = (I/e) Y_c θ_t.

Define the rates at which nitrogen atoms would be bound by fully bare surfaces:

g_t = 2αFA_t,  g_w = 2αFA_w.

On the target, formation of compound balances its removal:

g_t(1 − θ_t) = (I/e) Y_c θ_t.

Collecting the terms in θ_t gives

θ_t = g_t/[g_t + (I/e)Y_c].

All sputtered material is assumed to land evenly on A_w, with compound units arriving intact. A wall site becomes compound when bare metal binds nitrogen or receives a compound unit. It becomes metal when a metal atom lands on compound. In steady state

(g_w + R_c)(1 − θ_w) = R_m θ_w,

and so

θ_w = (g_w + R_c)/(g_w + R_c + R_m).

The nitrogen atoms taken from the gas per second are

2U = g_t(1 − θ_t) + g_w(1 − θ_w).

The target balance makes the first term equal to R_c. The wall balance makes the second equal to R_mθ_w − R_c(1 − θ_w). Substituting both,

2U = R_c + R_mθ_w − R_c + R_cθ_w = θ_w(R_m + R_c).

The last expression has a direct meaning. Each arriving metal atom or compound unit buries one surface site, and that site carries nitrogen with probability θ_w. The film therefore contains θ_w nitrogen atoms per metal atom. The gas missing from the pump's account is found in the film.

**The nitrogen at 2 sccm, counted**

Let the current be 2.0 A, with Y_m = 0.5 and Y_c = 0.1. The ion rate is

I/e = 2.0/(1.602×10⁻¹⁹) = 1.248×10¹⁹ per second.

Solving the gas balance together with the coverages at 2 sccm gives p = 0.00514 mTorr = 6.85×10⁻⁴ Pa. The steps can be retraced from this pressure. The density is p/(kT) = 1.65×10¹⁷ m⁻³, and multiplying by 119.1 m/s gives F = 1.97×10¹⁹ m⁻² s⁻¹. Then

g_w = 2 × 0.3 × 1.97×10¹⁹ × 0.2 = 2.36×10¹⁸ per second,

and g_t is one twentieth of this, 1.18×10¹⁷ per second. The target coverage is

θ_t = 0.1183/(0.1183 + 1.2483) = 0.0866,

where both rates are in units of 10¹⁸ per second and carry one more digit than above. The sputtered rates in the same units are

R_m = 12.48 × 0.5 × 0.913 = 5.70,  R_c = 12.48 × 0.1 × 0.0866 = 0.108.

The wall coverage follows:

θ_w = (2.36 + 0.108)/(2.36 + 0.108 + 5.70) = 0.30.

With the unrounded value 0.3026, the uptake is

U = ½ × 0.3026 × 5.81×10¹⁸ = 8.79×10¹⁷ molecules/s = 1.96 sccm.

The pump removes the remaining 0.037 sccm. At 1 sccm the same calculation gives an uptake of 0.985 sccm and a pumped flow of 0.015 sccm. The uptake has risen by 0.978 sccm for 1 sccm added, as the pressure balance required.

The identification of θ_w with film composition was tested by counting. Metal, compound and gas were made to arrive at random sites with the rates R_m, R_c and g_w above, and the nitrogen on each buried site was recorded. The count gave 0.302 nitrogen atoms per metal atom, against 0.303 from the balance.

**What is nearly constant, and what is not**

The reactive partial pressure itself is not constant. Between 1 and 2 sccm it rises from 0.00212 to 0.00514 mTorr, a factor of 2.4. It looks unchanged because both values are tiny beside the argon pressure and beside Δp₀.

The factor exceeds two for a reason contained in the model. As p rises, g_t rises and with it θ_t; then R_m falls while R_c and g_w rise, so θ_w rises too. Less bare metal is left, and U/p falls. Since Q/p = U/p + S/(kT), Q/p also falls. On the metallic branch p must therefore grow faster than in proportion to Q.

This removes the apparent conflict with kinetics. Doubling the uptake does need more than double the flux, and the flux does more than double. The original argument went wrong by comparing the change in nitrogen pressure with the total pressure instead of with the nitrogen pressure already present.

**Where the claim weakens and reverses**

For a small change in flow, the gas balance gives dQ = (dU/dp + S/(kT)) dp. The absorbed share of that change is

a = (dU/dp)/(dU/dp + S/(kT)).

It is near one while dU/dp is much larger than S/(kT). As compound spreads along the metallic branch, dU/dp decreases. In the example the absorbed share is 96 % for the step from 2 to 3 sccm and 90 % from 3 to 4 sccm.

At a flow of 4.13 sccm the uptake reaches its maximum, 3.90 sccm. There dU/dp = 0, and a further small increase in flow goes wholly to the pump. The metallic branch ends slightly later, at 4.16 sccm, where dQ/dp = 0. Between these points the uptake already falls as the flow rises. Above 4.16 sccm there is no metallic steady state, and the chamber must go over to compound mode. When the flow is reduced again, the compound branch ends at 3.88 sccm. The figure for 4 sccm therefore applies to a metallic state reached by raising the flow from below; at that flow a compound-mode solution exists as well.

Far into compound mode the walls are almost covered, θ_w ≈ 1, and

2U ≈ R_m + R_c = (I/e)[Y_m − (Y_m − Y_c)θ_t].

Since Y_m is greater than Y_c, a more heavily covered target delivers less material to bind nitrogen. Raising the flow from 8 to 9 sccm lowers the uptake from 1.72 to 1.67 sccm. The pressure rises by 1.0191 − 0.8739 = 0.145 mTorr, which is more than Δp₀ = 0.139 mTorr. The pump takes 104 % of the added flow, the excess being gas that the surfaces no longer bind.

Two states show how poorly pressure alone measures consumption. At 2 sccm in metallic mode the nitrogen pressure is 0.00514 mTorr and the uptake 1.96 sccm. At 9 sccm in compound mode the pressure is about 200 times higher, yet the uptake is 1.67 sccm.

**When a flat gauge proves nothing**

The pumping speed was held fixed in the comparison. If it changes from S₁ to S₂, the extra flow removed by the pump is

(S₂p₂ − S₁p₁)/(kT) = [S₂(p₂ − p₁) + p₁(S₂ − S₁)]/(kT).

The same expression holds for the total flow if p₁ and p₂ are total pressures and the pump has the same speed for both gases, as is assumed below. The second term can then carry the extra gas away without any rise in total pressure. An automatic throttle valve that regulates total pressure makes this a practical concern.

Consider the discharge off and all surfaces saturated, so that U = 0. The argon flow that sustains 3.0 mTorr at 100 L/s is 21.6 sccm. Going from 1 to 2 sccm of nitrogen raises the total flow by the factor 23.6/22.6, or 4.4 %. If the valve raises the pumping speed by 4.4 %, the total pressure stays flat although no nitrogen is consumed. The nitrogen pressure itself nearly doubles, from 0.139 to 0.266 mTorr, but the argon pressure falls by the same amount. Valve position must therefore be recorded with the pressure, or the valve must be fixed.

A total-pressure gauge also requires a steady argon pressure. Suppose argon drift and gauge error together limit the knowledge of Δp to 0.03 mTorr, which is 1 % of the argon pressure. A flat reading then shows that the pumped share is at most 0.03/0.139 = 22 %, so at least 78 % is absorbed. The reading still refutes the belief, but it cannot establish the figure of 98 %.

Finally, the gas must have been delivered. A blocked line also leaves the pressure flat. Switching the discharge off at 2 sccm, with S and both gas flows unchanged, separates the cases. Once the exposed metal has saturated, U = 0 and the nitrogen pressure becomes

p = QkT/S = 0.278 mTorr,

which is 54 times its value with the discharge on. If the nitrogen pressure shows no such rise, the nitrogen was not arriving. A total-pressure gauge can mislead here, because the gas may cool when the discharge stops. At fixed flow and pumping speed the argon pressure is proportional to T, so cooling from 330 to 300 K lowers 3.0 mTorr by 0.27 mTorr and hides the rise. With such a gauge, compare readings at 1 and 2 sccm, both taken with the discharge off and the gas temperature settled; they should differ by Δp₀. The wait for saturation matters, because bare metal continues to bind gas for a while after sputtering stops.

**The model beside a real chamber**

The parameters are round values chosen to represent a nitride-forming metal in a laboratory magnetron; they are not measured data for any particular metal. A pumping speed of 100 L/s represents a throttled pump, and a chamber with a much larger speed would lose a larger share of its gas. The film at 2 sccm, with 0.30 nitrogen atoms per metal atom, is far from a 1:1 nitride. Its composition is an average over all collecting surfaces, and a substrate facing the target may differ from it.

The sticking probability is a major uncertainty. Lowering it from 0.3 to 0.1, with the other parameters fixed, reduces the absorbed share of the step from 1 to 2 sccm from 97.8 to 93.9 %. Real chambers also break the assumption of perfect mixing, because the metal absorbs so fast. Suppose gas inlet and pump share a port region joined to the chamber by an opening of 500 cm². If molecules crossed it without colliding, the opening would conduct 0.05 × 119.1 = 6.0 m³/s, less than the getter speed of 7.50 m³/s. The pressure at the pump then exceeds that in the chamber, and the absorbed share becomes 96.3 %. With both changes together it is 92.5 %.

These two figures are upper limits for this arrangement. At 3 mTorr of argon a nitrogen molecule travels only about 2 cm between collisions, far less than the width of the opening, so it must diffuse through the argon. A circular opening of radius r passes roughly 2Dr by diffusion. With a diffusion coefficient D of about 5 m²/s and r = 0.126 m, this is 1.3 m³/s. Adding the resistances of the two processes leaves about 1.0 m³/s, and with α = 0.3 the absorbed share falls to between 89 and 90 %. The positions of the gas inlet and the pump can therefore matter as much as the sticking probability. So can the position of the gauge, since Δp in the balance is the rise at the pump. In the collisionless case a gauge inside the chamber would suggest 97.9 % instead of 96.3 % for the 500 cm² opening, and 99 % instead of 54 % for an opening of 10 cm².

Other changes matter less for the absorbed share. Gas at 450 K gives 98.2 % at fixed S (97.8 % if S grows as √T, as for a throttling orifice), an ion current 10 % lower, as when secondary electrons carry part of the discharge current, gives 97.7 %, and halving the compound yield also gives 97.7 %. The end of the metallic branch is far more sensitive: it moves from 4.16 sccm to 3.74 sccm with the lower current and to 3.29 sccm with the halved yield, and with α = 0.1 the abrupt transition disappears. Nitrogen ions driven into the target were neglected. If nitrogen's share of the ion current equals the ratio of its pressure to that of argon, they amount to about 2 % of the gas uptake. That is small in the gas balance but not on the target: at 2 sccm these ions would bring about 0.43×10¹⁷ nitrogen atoms per second, more than a third of g_t. The target would then poison at a lower flow than the 4.16 sccm calculated here. Reactions of atomic or excited nitrogen have not been sized.

For the budget at the start, then, the added 1 sccm should be entered: almost all of it is bound in the deposit, which covers the walls as well as the substrate, provided that the gas is really delivered, the valve is fixed, the gauge reads the pressure at the pump, the argon is steady, the pressure rise is small beside Δp₀ and the target is well short of poisoning. Leaving it out would put the film at about 0.15 nitrogen atoms per metal atom, the value of θ_w at 1 sccm, instead of 0.30. The full set of values is in the numerical output below.

Calculated quantities

```
Gas temperature: 300 K
Discharge current: 2.0 A
Sputter yields metal, compound: 0.5, 0.1
Sticking probability: 0.3
Target area: 100 cm2
Wall area: 2000 cm2
Pumping speed: 100 L/s
Argon pressure: 3.0 mTorr
Argon flow: 21.6 sccm
1 sccm: 4.4780e+17 molecules/s
Wall flux speed per area: 119.1 m/s
Getter speed, clean metal: 7502 L/s
Pumped share, low-flow formula: 1.316 %
Pumped share, solved at 1e-4 sccm: 1.316 %
N2 pressure at 1 sccm: 0.00212 mTorr
  uptake: 0.9847 sccm
  pumped: 0.0153 sccm
  target, wall coverage: 0.0377, 0.1457
N2 pressure at 2 sccm: 0.00514 mTorr
  uptake: 1.9630 sccm
  pumped: 0.0370 sccm
  target, wall coverage: 0.0866, 0.3026
N2 pressure rise, 1 to 2 sccm: 0.00302 mTorr
N2 pressure ratio, 2 to 1 sccm: 2.421
Total pressure rise, on: 0.101 %
Absorbed share, 1 to 2 sccm: 97.83 %
N2 pressure off, 1 sccm: 0.1391 mTorr
N2 pressure off, 2 sccm: 0.2782 mTorr
Total pressure rise, off: 4.43 %
N2 pressure off/on at 2 sccm: 54.1
Valve speed increase hiding it: 4.43 %
Transient final N2 pressure: 0.00514 mTorr
Transient nitrogen found/delivered: 1.000000
Counted film N per metal atom: 0.3019
Film nitrogen as N2 flow, counted: 1.958 sccm
Absorbed share, 2 to 3 sccm: 96.40 %
Absorbed share, 3 to 4 sccm: 89.70 %
Flow at uptake maximum: 4.134 sccm
Maximum uptake: 3.895 sccm
Flow at metallic-mode edge: 4.157 sccm
Flow for return to metallic mode: 3.880 sccm
N2 pressure at 8, 9 sccm: 0.8739, 1.0191 mTorr
Uptake at 8, 9 sccm: 1.718, 1.675 sccm
Absorbed share, 8 to 9 sccm: -4.37 %
Absorbed share, 1 to 2 sccm, with one change:
  sticking 0.1: 93.88 %
  gas at 450 K: 98.22 %
  ion current 10 % lower: 97.66 %
  compound yield halved: 97.68 %
  port opening 500 cm2: 96.27 %
  sticking 0.1 and port: 92.48 %
N2 ion uptake / gas uptake, rough: 2.44 %
```
